# Sign and size of the cubic finite-size term for hydride: test program

```python
# Result under test: a spherical ion in a cubic cell with neutralizing background has
#   E_periodic - E_isolated = -alpha q^2/(2L) + (2 pi/3) q Q/L^3,
# apart from image overlap and density relaxation.
# q: total charge; Q: integral of charge density times r^2; L: cell side;
# alpha: simple cubic Madelung constant. Hartree atomic units throughout.
# Hydride: q=-1, Q=-2<r^2>. A correlated Hylleraas state supplies an independent
# radius, density and relaxation energy (fixed nucleus, nonrelativistic).
import numpy as np
from scipy.special import erf, erfc
from scipy.linalg import qr, solve_triangular, eigh
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
pi = np.pi


def legendre(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---- Ewald potential of a unit charge in a unit cube, minus 1/r ----
axis = np.arange(-7, 8)
lattice = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
lattice = lattice[np.any(lattice != 0, axis=1)]


def ewald_remainder(r, eta=2.0):
    r = np.asarray(r, dtype=float)
    distance = np.linalg.norm(r)
    images = np.linalg.norm(lattice + r, axis=1)
    real = np.sum(erfc(eta * images) / images)
    g = 2 * pi * lattice
    g2 = np.sum(g * g, axis=1)
    reciprocal = 4 * pi * np.sum(np.exp(-g2 / (4 * eta**2)) * np.cos(g @ r) / g2)
    own = 2 * eta / np.sqrt(pi) if distance == 0 else erf(eta * distance) / distance
    return real + reciprocal - own - pi / eta**2


alpha = -ewald_remainder(np.zeros(3))
assert abs(alpha + ewald_remainder(np.zeros(3), 2.4)) < 1e-9

charges = np.array([1.0, -1.0, -1.0])
shape = np.array([[0, 0, 0], [1, 0.3, -0.2], [0.2, -0.7, 0.9]])


def point_charge_residual(scale):
    positions = scale * shape
    energy = -0.5 * alpha * np.sum(charges**2)
    for i in range(3):
        for j in range(i):
            energy += charges[i] * charges[j] * ewald_remainder(positions[i] - positions[j])
    total = charges.sum()
    second = np.sum(charges * np.sum(positions**2, axis=1))
    dipole = charges @ positions
    formula = -alpha * total**2 / 2 + 2 * pi / 3 * (total * second - dipole @ dipole)
    return energy - formula


# The remainder must be fourth order in the size of the charge distribution.
fourth_order_ratio = point_charge_residual(0.04) / point_charge_residual(0.02)
assert abs(fourth_order_ratio - 16) < 0.5

# ---- Correlated hydride state: exp(-k s) times polynomials in s, t^2, u ----
# s=r1+r2, t=r1-r2, u=|r1-r2| as vectors; the quadrature is exact for the polynomials.
decay = 0.62


def hydride_matrices(order):
    x, wx = np.polynomial.laguerre.laggauss(18)
    y, wy = legendre(18, 0, 1)
    s, a, b = np.meshgrid(x / (2 * decay), y, y, indexing="ij")
    weight = (wx[:, None, None] * wy[None, :, None] * wy[None, None, :]).ravel()
    s, a, b = s.ravel(), a.ravel(), b.ravel()
    u = s * a
    t = u * b
    weight = weight * s * u / (2 * decay)
    powers = [(l, m, n) for n in range(order + 1) for m in range(order // 2 + 1)
              for l in range(order + 1) if l + 2 * m + n <= order]
    f, fs, ft, fu = [], [], [], []
    for l, m, n in powers:
        value = s**l * t**(2 * m) * u**n
        f.append(value)
        fs.append(l * s**max(l - 1, 0) * t**(2 * m) * u**n - decay * value)
        ft.append(2 * m * s**l * t**max(2 * m - 1, 0) * u**n)
        fu.append(n * s**l * t**(2 * m) * u**max(n - 1, 0))
    f, fs, ft, fu = [np.array(z).T for z in (f, fs, ft, fu)]
    volume = u * (s**2 - t**2)
    triangle = qr(np.sqrt(weight * volume)[:, None] * f, mode="economic")[1]
    f, fs, ft, fu = [solve_triangular(triangle, z.T, trans="T").T
                     for z in (f, fs, ft, fu)]

    def element(left, factor, right):
        return left.T @ ((weight * factor)[:, None] * right)

    h = sum(element(z, volume, z) for z in (fs, ft, fu))
    cross = element(fs, s * (u**2 - t**2), fu) + element(ft, t * (s**2 - u**2), fu)
    h += cross + cross.T + element(f, s**2 - t**2 - 4 * s * u, f)
    radius2 = element(f, volume * (s**2 + t**2) / 2, f)
    separation2 = element(f, volume * u**2, f)
    return (h + h.T) / 2, (radius2 + radius2.T) / 2, separation2, triangle, powers


def ground(matrix):
    values, vectors = eigh(matrix, subset_by_index=[0, 0])
    return values[0], vectors[:, 0]


def relaxation(data, length):
    h, radius2 = data[:2]
    energy, state = ground(h)
    strength = 2 * pi / (3 * length**3)
    return ground(h + strength * radius2)[0] - energy - strength * (state @ radius2 @ state)


small, large = hydride_matrices(8), hydride_matrices(10)
energy_small, state_small = ground(small[0])
energy, state = ground(large[0])
mean_r2_small = state_small @ small[1] @ state_small / 2
mean_r2 = state @ large[1] @ state / 2
mean_u2 = state @ large[2] @ state
assert energy < -0.5 and energy <= energy_small + 1e-8
assert abs(energy - energy_small) < 1e-4
assert abs(mean_r2 - mean_r2_small) < 0.05
assert abs(mean_r2 - 11.91) < 0.05

# ---- One-electron radial density from the two-electron state ----
r1, w1 = legendre(400, 0, 50)
r2, w2 = legendre(120, 0, 50)
z, wz = legendre(12, 0, 1)
s = r1[:, None] + r2
t = r1[:, None] - r2
span = s - abs(t)
u = abs(t)[:, :, None] + span[:, :, None] * z
coefficients = solve_triangular(large[3], state)
amplitude = np.zeros_like(u)
for n in range(11):
    plane = np.zeros_like(s)
    for coefficient, (l, m, power_u) in zip(coefficients, large[4]):
        if power_u == n:
            plane += coefficient * s**l * t**(2 * m)
    amplitude += plane[:, :, None] * u**n
inner = np.sum(u * amplitude**2 * wz, axis=2) * span * np.exp(-2 * decay * s)
radial_density = 8 * r1 * (inner @ (w2 * r2))
electron_count = w1 @ radial_density
density_r2 = w1 @ (radial_density * r1**2) / 2
assert abs(electron_count - 2) < 1e-4
assert abs(density_r2 - mean_r2) < 2e-3


def charge_square_minus_one(g):
    form = np.sinc(np.outer(g, r1) / pi) @ (w1 * radial_density)
    return form**2 - 2 * form


def lattice_shift(length, smoothing):
    # Periodic minus isolated electrostatic energy, after the point monopole term.
    # The Gaussian factor removes high-G noise; its width is far below the cell side.
    gmax = 5 / smoothing
    nmax = int(gmax * length / (2 * pi)) + 1
    squares = np.arange(-nmax, nmax + 1)**2
    norms = (squares[:, None, None] + squares[None, :, None] + squares).ravel()
    counts = np.bincount(norms)[:nmax**2 + 1]
    shells = np.nonzero(counts)[0]
    shells = shells[shells > 0]
    g = 2 * pi * np.sqrt(shells) / length
    periodic = 2 * pi / length**3 * np.sum(
        counts[shells] * charge_square_minus_one(g) * np.exp(-(g * smoothing)**2) / g**2)
    q, wq = legendre(300, 0, gmax)
    isolated = wq @ (charge_square_minus_one(q) * np.exp(-(q * smoothing)**2)) / pi
    return periodic - isolated


charge = -1.0
computed_coefficient = 2 * pi / 3 * charge * (-2 * density_r2)
shift_30 = lattice_shift(30.0, 0.4)
assert abs(shift_30 * 30**3 / computed_coefficient - 1) < 0.02
assert abs(shift_30 - lattice_shift(30.0, 0.5)) < 5e-6

# ---- The requested numbers and the neglected effects ----
given_r2 = 11.91
length = 15.0
second_moment = -2 * given_r2
coefficient = 2 * pi / 3 * charge * second_moment
assert abs(coefficient - 50) < 0.5
monopole = -alpha * charge**2 / (2 * length)
cubic = coefficient / length**3
crossing = np.sqrt(2 * coefficient / alpha)
shift_15 = lattice_shift(length, 0.3)
overlap = shift_15 - computed_coefficient / length**3
relax_small = relaxation(small, length)
relax = relaxation(large, length)
relax_ratio = relaxation(large, 50.0) / relaxation(large, 100.0)
assert relax < 0
assert abs(relax_ratio / 64 - 1) < 0.15  # higher powers of 1/L^3 remain at L=50
explicit_coefficient = 2 * pi / 3 * (mean_u2 - 2 * mean_r2)

print(f"Madelung constant alpha: {alpha:.6f} (dimensionless)")
print(f"Point-charge remainder ratio on doubling size: {fourth_order_ratio:.3f}")
print(f"Supplied mean square radius per electron: {given_r2:.2f} bohr^2")
print(f"Total charge q: {charge:.0f} e")
print(f"Second moment Q: {second_moment:.2f} e bohr^2")
print(f"Product qQ: {charge * second_moment:.2f} e^2 bohr^2")
print(f"L^-3 coefficient C: {coefficient:.3f} hartree bohr^3")
print(f"Cell side L: {length:.1f} bohr")
print(f"Monopole term: {monopole:.6f} hartree = {monopole * hartree_ev:.4f} eV")
print(f"Cubic term: {cubic:.6f} hartree = {cubic * hartree_ev:.4f} eV")
print(f"Cubic/monopole ratio: {100 * cubic / monopole:.2f} percent")
print(f"Sum of both terms: {monopole + cubic:.6f} hartree = "
      f"{(monopole + cubic) * hartree_ev:.4f} eV")
print(f"Side at which magnitudes are equal: {crossing:.3f} bohr")
print(f"Hylleraas basis sizes, orders 8 and 10: {len(small[4])}, {len(large[4])}")
print(f"Hydride energy, order 10: {energy:.6f} hartree")
print(f"Energy shift, order 8 to 10: {energy - energy_small:.2e} hartree")
print(f"Computed mean square radius, order 10: {mean_r2:.4f} bohr^2")
print(f"Radius shift, order 8 to 10: {mean_r2 - mean_r2_small:.2e} bohr^2")
print(f"Electron count from radial density: {electron_count:.6f}")
print(f"Lattice-sum shift times L^3 at L=30 bohr: {shift_30 * 30**3:.3f} hartree bohr^3")
print(f"Formula C from computed density: {computed_coefficient:.3f} hartree bohr^3")
print(f"Overlap electrostatics at L=15 bohr: {overlap:.6f} hartree")
print(f"Overlap/cubic term at L=15 bohr: {100 * overlap / cubic:.2f} percent")
print(f"Relaxation energy at L=15 bohr: {relax:.6f} hartree")
print(f"Relaxation/cubic term at L=15 bohr: {100 * relax / cubic:.2f} percent")
print(f"Relaxation shift, order 8 to 10: {relax - relax_small:.2e} hartree")
print(f"Relaxation ratio, L=50 to L=100 bohr: {relax_ratio:.2f} (L^-6 gives 64)")
print(f"Mean square electron separation: {mean_u2:.4f} bohr^2")
print(f"Explicit-particle Ewald coefficient: {explicit_coefficient:.3f} hartree bohr^3")
print("verified")
```

It prints:

```
Madelung constant alpha: 2.837297 (dimensionless)
Point-charge remainder ratio on doubling size: 15.975
Supplied mean square radius per electron: 11.91 bohr^2
Total charge q: -1 e
Second moment Q: -23.82 e bohr^2
Product qQ: 23.82 e^2 bohr^2
L^-3 coefficient C: 49.888 hartree bohr^3
Cell side L: 15.0 bohr
Monopole term: -0.094577 hartree = -2.5736 eV
Cubic term: 0.014782 hartree = 0.4022 eV
Cubic/monopole ratio: -15.63 percent
Sum of both terms: -0.079795 hartree = -2.1713 eV
Side at which magnitudes are equal: 5.930 bohr
Hylleraas basis sizes, orders 8 and 10: 95, 161
Hydride energy, order 10: -0.527751 hartree
Energy shift, order 8 to 10: -1.11e-06 hartree
Computed mean square radius, order 10: 11.9134 bohr^2
Radius shift, order 8 to 10: 4.87e-03 bohr^2
Electron count from radial density: 2.000000
Lattice-sum shift times L^3 at L=30 bohr: 49.900 hartree bohr^3
Formula C from computed density: 49.903 hartree bohr^3
Overlap electrostatics at L=15 bohr: -0.000295 hartree
Overlap/cubic term at L=15 bohr: -2.00 percent
Relaxation energy at L=15 bohr: -0.002700 hartree
Relaxation/cubic term at L=15 bohr: -18.27 percent
Relaxation shift, order 8 to 10: -6.21e-06 hartree
Relaxation ratio, L=50 to L=100 bohr: 59.52 (L^-6 gives 64)
Mean square electron separation: 25.2014 bohr^2
Explicit-particle Ewald coefficient: 2.879 hartree bohr^3
verified
```
